\section*{Linear to quadratic flexural dispersion of a sheet under tension}

\section*{Problem}

A free, flat, isotropic sheet has bending stiffness $\kappa=2.4\times10^{-19}\,\mathrm{J}$ and is held under an isotropic tension $\sigma=0.1\,\mathrm{N/m}$. Its mass per area is $\rho$. Here $\kappa$ means the stiffness that acts on waves about ten nanometres long, and it is taken as constant over the wavelengths considered. The slopes are small, and the wavelength is much longer than the atomic spacing.

\begin{enumerate}
\item Find the frequency $\omega$ of an out-of-plane wave with wavevector $q$.
\item Show that the dispersion changes from linear to quadratic near a wavelength of $9.7$ nm as the wavelength is reduced.
\item Determine how sharp the change is.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Write the energy of a height profile $h(x,y,t)$ to second order in $h$. A wave makes the sheet's area larger than its projected area, and the tension does work against this excess.
\item A power law $\omega\propto q^s$ has $d\ln\omega/d\ln q=s$. Use this derivative as a local exponent when the dispersion is not a pure power.
\item Compare the two restoring terms. Does the mass matter for the place where they are equal?
\end{enumerate}

\section*{Solution}

\subsection*{Energy and equation of motion}

For small slopes the sum of the principal curvatures is $\nabla^2h$, so bending costs $\tfrac{\kappa}{2}(\nabla^2h)^2$ per area. A uniform sheet may also have an energy proportional to the Gaussian curvature, but to second order
\begin{equation}
h_{xx}h_{yy}-h_{xy}^2=\partial_x(h_xh_{yy})-\partial_y(h_xh_{xy}),
\end{equation}
which is a divergence. It gives only edge terms and does not affect waves in the interior.

The area per projected area is $\sqrt{1+|\nabla h|^2}$. The work against the tension is therefore
\begin{equation}
\sigma\left(\sqrt{1+|\nabla h|^2}-1\right)\simeq\frac{\sigma}{2}|\nabla h|^2 .
\end{equation}
The potential energy is
\begin{equation}
E=\int\left[\frac{\kappa}{2}(\nabla^2h)^2+\frac{\sigma}{2}|\nabla h|^2\right]dx\,dy .
\end{equation}

Vary $h$ by $\delta h$ and drop edge terms. One integration by parts turns $\sigma\nabla h\cdot\nabla\delta h$ into $-\sigma(\nabla^2h)\,\delta h$. Two turn $\kappa\nabla^2h\,\nabla^2\delta h$ into $+\kappa(\nabla^4h)\,\delta h$. The force per area is minus the coefficient of $\delta h$, so
\begin{equation}
\rho\,\partial_t^2h=\sigma\nabla^2h-\kappa\nabla^4h .
\end{equation}
For $h\propto\cos(\mathbf q\cdot\mathbf r-\omega t)$, $\partial_t^2$ gives $-\omega^2$, $\nabla^2$ gives $-q^2$ and $\nabla^4$ gives $q^4$. Hence
\begin{equation}
\rho\omega^2=\sigma q^2+\kappa q^4 .
\label{eq:disp}
\end{equation}

\subsection*{The crossover wavelength}

The two terms are equal when $\sigma q^2=\kappa q^4$, that is, at
\begin{equation}
q_c=\sqrt{\frac{\sigma}{\kappa}},\qquad
\lambda_c=\frac{2\pi}{q_c}=2\pi\sqrt{\frac{\kappa}{\sigma}} .
\end{equation}
The mass has dropped out because it multiplies neither restoring term. With the given data,
\begin{equation}
q_c=\sqrt{\frac{0.1}{2.4\times10^{-19}}}\,\mathrm{m^{-1}}=0.6455\,\mathrm{nm^{-1}},
\qquad \lambda_c=\frac{2\pi}{0.6455}\,\mathrm{nm}=9.73\,\mathrm{nm}.
\end{equation}

Put $x=q/q_c=\lambda_c/\lambda$. Since $\kappa q^2/\sigma=x^2$, Eq.~(\ref{eq:disp}) becomes
\begin{equation}
\omega=q\sqrt{\frac{\sigma}{\rho}}\sqrt{1+x^2}\;\longrightarrow\;
\begin{cases}
q\sqrt{\sigma/\rho}, & x\ll1\ \text{(long waves)},\\[2pt]
q^2\sqrt{\kappa/\rho}, & x\gg1\ \text{(short waves)}.
\end{cases}
\end{equation}
Long waves behave like those on a stretched membrane, short waves like those on an unstretched plate. The two limiting laws also meet at $x=1$, where the true frequency is $\sqrt2$ times their common value.

\subsection*{The width of the change}

From $\ln\omega=\text{const}+\ln q+\tfrac12\ln(1+x^2)$ and $d/d\ln q=x\,d/dx$,
\begin{equation}
s(x)=\frac{d\ln\omega}{d\ln q}=1+\frac{x^2}{1+x^2}=\frac{1+2x^2}{1+x^2}.
\end{equation}
The exponent rises steadily from 1 to 2 and equals $3/2$ at $\lambda_c$. At $x=1/3$ it is $(11/9)/(10/9)=1.1$; at $x=3$ it is $19/10=1.9$. Most of the change thus takes place between about 29 nm and 3.2 nm. The value 9.7 nm is the centre of a gradual crossover, not a kink.

\subsection*{Numbers for a graphene-like sheet}

Frequencies require the mass. A graphene lattice constant of roughly $0.246$ nm gives $\rho=7.61\times10^{-7}\,\mathrm{kg/m^2}$. The long-wave speed $\sqrt{\sigma/\rho}$ is about 360 m/s. At the crossover the phase velocity is $\sqrt2$ times this, about 510 m/s, and the group velocity $d\omega/dq=s\,\omega/q$ is 1.5 times the phase velocity, about 770 m/s.

\begin{center}
\begin{tabular}{cccc}
$\lambda$ (nm) & $\omega/2\pi$ (GHz) & $s$, formula & $s$, grid\\
97.3 & 3.74 & 1.010 & 1.010\\
29.2 & 13.1 & 1.100 & 1.099\\
9.73 & 52.7 & 1.500 & 1.498\\
3.24 & 353 & 1.900 & 1.899
\end{tabular}
\end{center}

The last column comes from diagonalizing the energy of a periodic square sheet with 20 grid points per wavelength. Its exponent passes $3/2$ at 9.69 nm, or 0.4\% below the formula. The grid explains this difference: for spacing $d$, the second difference replaces $q$ by $(2/d)\sin(qd/2)\simeq q[1-(qd)^2/24]$, and $qd=2\pi/20$ gives a reduction of 0.4\%. This holds because the exponent was taken by resizing the sheet together with its grid, so that $qd$ stays fixed. At fixed $d$ the slope carries an extra factor $(qd/2)\cot(qd/2)$, and the exponent would pass $3/2$ near 9.46 nm, about 3\% below the formula.

\subsection*{The real case}

The stiffness, $1.5$ eV, and the other sheet data are rough values for graphene. The tension is a plausible choice for a suspended sheet, but it depends on how the sheet is mounted. At fixed $\kappa$, $\lambda_c\propto\sigma^{-1/2}$, so ten times less tension moves the crossover to about 31 nm. With a two-dimensional Young modulus $Y\approx340$ N/m and Poisson ratio $0.17$, the elastic strain from the tension is 0.024\%. Flattening of thermal ripples comes on top of this: to first order a tenfold increase of $\sigma$ extends the sheet by $k_BT\ln10/(16\pi\kappa)$, negligible at 4 K but about 0.08\% at 300 K. The same sine replacement, with $d$ equal to the lattice constant, would lower $\omega$ by 0.2\% at $\lambda_c$ and by 2\% at $\lambda_c/3$. This is only a rough guide to the effect of the lattice, since graphene is not a square grid; nearest-neighbour differences on a honeycomb lattice give about four times less. A supporting substrate is a more serious change: a restoring energy $gh^2/2$ per area adds $g$ to the right of Eq.~(\ref{eq:disp}). This removes the linear law at the longest wavelengths, and a linear range survives only for $\sqrt{g/\sigma}\ll q\ll q_c$, which requires $g\ll\sigma q_c^2\approx4\times10^{16}\,\mathrm{N/m^3}$. Already at $g=0.01\,\sigma q_c^2$ the exponent stays within 0.1 of 1 over less than a factor of two in $q$. Thermal ripples also change the stiffness, and more so at higher temperature; Variation 2 estimates their effect.

\section*{Variation 1: heat carried by the flexural waves}

\textit{Two reservoirs are joined by the sheet, and every wave crosses without scattering. How does the flexural heat conductance per width, $G/W$, depend on temperature $T$?}

Let $n=1/(e^y-1)$ with $y=\hbar\omega/k_BT$. Waves moving to the right carry
\begin{equation}
\frac GW=\int_0^\infty\!\frac{q\,dq}{4\pi^2}\int_{-\pi/2}^{\pi/2}\!\cos\theta\,d\theta\;
\frac{d\omega}{dq}\,\hbar\omega\frac{\partial n}{\partial T}
=\frac{1}{2\pi^2}\int_0^\infty q(\omega)\,\hbar\omega\frac{\partial n}{\partial T}\,d\omega ,
\end{equation}
because the angular integral is 2 and $(d\omega/dq)\,dq=d\omega$. Also $\hbar\omega\,\partial n/\partial T=k_By^2e^y/(e^y-1)^2$ and $d\omega=(k_BT/\hbar)\,dy$. Integration by parts gives
\begin{equation}
\int_0^\infty\frac{y^m e^y}{(e^y-1)^2}dy=m\int_0^\infty\frac{y^{m-1}}{e^y-1}dy=\Gamma(m+1)\,\zeta(m).
\end{equation}
In the linear regime $q\propto y$, so $m=3$; in the quadratic regime $q\propto y^{1/2}$, so $m=5/2$:
\begin{align}
\frac GW&=\frac{k_B}{2\pi^2}\sqrt{\frac{\rho}{\sigma}}\left(\frac{k_BT}{\hbar}\right)^2 6\,\zeta(3) && \text{(low $T$)},\\
\frac GW&=\frac{k_B}{2\pi^2}\left(\frac{\rho}{\kappa}\right)^{1/4}\left(\frac{k_BT}{\hbar}\right)^{3/2}\Gamma(\tfrac72)\,\zeta(\tfrac52) && \text{(high $T$)}.
\end{align}
``High'' still means low enough for the continuum dispersion to hold. Equating the two expressions shows that they cross at
\begin{equation}
T=\left[\frac{\Gamma(\tfrac72)\,\zeta(\tfrac52)}{6\,\zeta(3)}\right]^2\frac{\hbar\sigma}{k_B\sqrt{\rho\kappa}}\approx0.7\ \mathrm{K},
\end{equation}
which is below $\hbar\omega(q_c)/k_B=2.5$ K.

At 0.3 K the full integral gives $1.90\times10^{-5}\,\mathrm{W/(m\,K)}$, with local temperature exponent 1.84. Without tension it would be $3.24\times10^{-5}$ in the same unit, so tension lowers it by 41\%. At 4 K the values are $1.47\times10^{-3}$ and $1.58\times10^{-3}$, a reduction of 7\%, and the exponent under tension is 1.56. The sign follows from Eq.~(\ref{eq:disp}): at fixed $\omega$ and $\kappa$, tension lowers $q$, and the number of transverse channels is proportional to $q$. In-plane phonons would add about 11\% to the flexural conductance at 4 K. In graphene the electrons conduct heat as well: in the same ballistic picture a carrier density of $10^{11}\,\mathrm{cm^{-2}}$ adds about 18\% at 4 K and about as much as the flexural waves carry at 0.3 K.

\section*{Variation 2: when ripples stiffen the sheet}

\textit{Suppose instead that $\kappa$ is the bare stiffness, without the effect of ripples. Estimate its correction at $q_c$.}

\textbf{Stretching energy.} With in-plane displacement $\mathbf u$, the strain is $\varepsilon_{ij}=\tfrac12(\partial_iu_j+\partial_ju_i+\partial_ih\,\partial_jh)$. Differentiation removes $\mathbf u$:
\begin{equation}
\partial_y^2\varepsilon_{xx}+\partial_x^2\varepsilon_{yy}-2\partial_x\partial_y\varepsilon_{xy}=-K,\qquad K=h_{xx}h_{yy}-h_{xy}^2 .
\end{equation}
For a Fourier component with $\mathbf k$ along $x$ this fixes $\varepsilon_{yy}=K_k/k^2$. The other strains relax until the stress is uniaxial, leaving the energy $\tfrac Y2|K_k|^2/k^4$. The uniform component, $k=0$, relaxes freely at constant tension.

\textbf{One wave and one ripple.} For $h=a\cos\mathbf q\cdot\mathbf r+b\cos\mathbf p\cdot\mathbf r$, each wave alone has $K=0$. The cross term is
\begin{equation}
K=\frac{ab}{2}(\mathbf q\times\mathbf p)^2\left[\cos(\mathbf q+\mathbf p)\cdot\mathbf r+\cos(\mathbf q-\mathbf p)\cdot\mathbf r\right].
\end{equation}
Averaging each squared cosine to $\tfrac12$ gives the energy per area
\begin{equation}
\frac{Ya^2b^2}{16}(\mathbf q\times\mathbf p)^4\left[\frac1{|\mathbf q+\mathbf p|^4}+\frac1{|\mathbf q-\mathbf p|^4}\right].
\end{equation}
Explicit relaxation of the in-plane displacements for a pair of crossed waves confirms this energy. The wave's own bending energy is $\kappa q^4a^2/4$, so the ripple acts as an increase of $\kappa$.

\textbf{Sum over ripples.} Let $S(p)$ be the height spectrum, $\langle h^2\rangle=\int S\,d^2p/(2\pi)^2$. The pair $\pm\mathbf p$ has $b^2/2=2S\,d^2p/(2\pi)^2$. Comparing the energies and summing gives, to first order,
\begin{equation}
\delta\kappa(q)=Y\int\frac{d^2p}{(2\pi)^2}\,\frac{p^4\sin^4\theta\;S(p)}{(q^2+p^2+2qp\cos\theta)^2}.
\end{equation}
For the angle, set $r=p/q<1$ and use $\sin\theta/(1+r^2+2r\cos\theta)=\sum_{n\ge1}(-r)^{n-1}\sin n\theta$. Multiplying by $\sin\theta$ gives a cosine series with coefficients $\tfrac12$, $-\tfrac r2$ and, for $m\ge2$, $\tfrac12(-r)^{m-2}(r^2-1)$. The integral of its square is
\begin{equation}
\frac{\pi}{2}+\frac{\pi}{4}\left[r^2+(1-r^2)^2\sum_{m\ge2}r^{2(m-2)}\right]=\frac{3\pi}{4}.
\end{equation}
For $p>q$ the roles of $p$ and $q$ in the denominator are exchanged, so
\begin{equation}
\delta\kappa(q)=\frac{3Y}{16\pi}\int_0^\infty\frac{p^5S(p)}{\max(p,q)^4}\,dp .
\end{equation}

\textbf{Classical ripples.} Equipartition gives $S=k_BT/(\sigma p^2+\kappa p^4)$. At $q=q_c$, with $u=p^2/q_c^2$,
\begin{equation}
\delta\kappa(q_c)=\frac{3Y}{16\pi}\frac{k_BT}{2\sigma}
\left[\int_0^1\frac{u\,du}{1+u}+\int_1^\infty\frac{du}{u(1+u)}\right]
=\frac{3Yk_BT}{32\pi\sigma},
\end{equation}
since the integrals are $1-\ln2$ and $\ln2$.

At 4 K, $\delta\kappa/\kappa=0.023$. If the in-plane motion is assumed to follow the ripples instantly, quantum ripples give about 0.045, of which 0.033 is already present at zero temperature; both numbers depend on a rough short-wave cutoff and move by 0.007 when it is halved or doubled. Near the cutoff the flexural frequency is about half the in-plane one, so the assumption of instant response is marginal there. If the correction is taken as constant near $q_c$, then $\lambda_c\propto\sqrt\kappa$ grows by about 2\%. The classical ratio reaches 10\% near 17 K.

At 300 K the ratio is 1.75. A first-order correction larger than $\kappa$ itself cannot be trusted. Inserting it anyway, as if it were the same at all wavelengths, would give $\lambda_c\approx9.7\sqrt{2.75}\approx16$ nm, while keeping its growth towards longer wavelengths gives about 21 nm. These figures indicate the size of the problem but do not predict the wavelength. At room temperature, the bending and tension terms are therefore still equal at 9.7 nm if $2.4\times10^{-19}$ J is the effective stiffness at that wavelength. The effective stiffness then varies noticeably with wavelength, however, so the exponent $3/2$ at $\lambda_c$ and the width found above, which assume a constant $\kappa$, do not carry over to a strongly rippled sheet. The numerical output lists the values used here.

\section*{Numbers as computed}
\begin{verbatim}
bending stiffness: 2.40e-19 J = 1.498 eV
tension: 0.10 N/m
lattice constant (rough): 0.246 nm
Young modulus 2D (rough): 340 N/m; Poisson ratio 0.17
areal mass: 7.611e-07 kg/m^2
crossover wavevector: 0.6455 1/nm
crossover wavelength, formula: 9.734 nm
crossover wavelength, grid sheet: 9.694 nm
crossover frequency: 52.66 GHz
crossover angular frequency: 3.309e+11 rad/s
crossover phonon energy: 0.2178 meV
crossover temperature hbar*omega/kB: 2.527 K
long-wave speed: 362.5 m/s
phase velocity at crossover: 512.6 m/s
group velocity at crossover: 768.9 m/s
wavelength nm | frequency GHz | exponent | grid exponent
  97.339 |     3.742 | 1.010 | 1.010
  29.202 |    13.084 | 1.100 | 1.099
   9.734 |    52.662 | 1.500 | 1.498
   3.245 |   353.270 | 1.900 | 1.899
G/W at 0.3 K, with tension: 1.899e-05 W/(m K)
G/W at 0.3 K, no tension: 3.239e-05 W/(m K)
temperature exponent of G/W at 0.3 K: 1.844
G/W at 4.0 K, with tension: 1.472e-03 W/(m K)
G/W at 4.0 K, no tension: 1.577e-03 W/(m K)
temperature exponent of G/W at 4.0 K: 1.561
classical ripple dkappa/kappa at 4 K: 0.0233
classical ripple dkappa/kappa at 300 K: 1.7510
quantum ripple dkappa/kappa at 0 K: 0.0328
quantum ripple dkappa/kappa at 4 K: 0.0453
quantum ripple dkappa/kappa at 300 K: 1.7508
classical ripple term is 10 percent at: 17.1 K
ripple cutoff wavevector (rough): 15.48 1/nm
lattice shift of omega at lambda_c: 0.16 percent
lattice shift at lambda_c/3: 1.78 percent
elastic strain from tension: 0.0244 percent
in-plane speeds: 21448 and 13817 m/s
in-plane / flexural G at 4 K: 11.18 percent
\end{verbatim}
